# Hyperfine levels of deuterium 2P3/2 from a spin-one Breit Hamiltonian, part 1

(Sections cited here and not found follow in the second part.)

## First half: the two-body Hamiltonian for a spin-one nucleus

### 1. What symmetry fixes

The 2P$_{3/2}$ state of deuterium has electronic angular momentum $J=3/2$, and the deuteron has spin $I=1$. Together they span $4\times3=12$ states. With no external field the interaction between electron and nucleus is a rotational scalar, so it commutes with the total angular momentum $\mathbf F=\mathbf I+\mathbf J$. The values $F=5/2,\,3/2,\,1/2$ each occur once. A scalar operator acting within the 12 states is therefore specified by three numbers, one energy for each $F$.

The operator $X=\mathbf I\cdot\mathbf J$ is such a scalar. From $F^2=I^2+J^2+2X$,

$$X=\tfrac12\left[F(F+1)-2-\tfrac{15}{4}\right]=\tfrac32,\;-1,\;-\tfrac52\qquad\text{for }F=\tfrac52,\;\tfrac32,\;\tfrac12 .$$

The three values differ, so $1$, $X$ and $X^2$ are independent and every scalar operator is a combination of them. The unit operator moves all levels together. Two constants then describe the splitting.

It is useful to choose the two operators so that each belongs to one nuclear multipole. The nine independent $3\times3$ matrices acting on a spin one consist of one scalar, three components of $\mathbf I$ and five components of a symmetric traceless tensor. Nuclear operators of different rank have zero trace with each other. The second operator must therefore have the form $X^2+bX+c$ and be trace-orthogonal to $1$ and to $X$. With the weights $2F+1=6,4,2$ the traces are

$$\mathrm{Tr}\,X=9-4-5=0,\qquad \mathrm{Tr}\,X^2=\tfrac{27}{2}+4+\tfrac{25}{2}=30,\qquad \mathrm{Tr}\,X^3=\tfrac{81}{4}-4-\tfrac{125}{4}=-15 .$$

Orthogonality to $1$ gives $30+12c=0$, so $c=-5/2$. Orthogonality to $X$ gives $-15+30b=0$, so $b=1/2$. The hyperfine interaction in this manifold is

$$H_{\rm eff}=A\,X+\frac B2\left(X^2+\frac X2-\frac52\right). \tag{1}$$

The factor $1/2$ is the usual normalization of $B$. The bracket equals $1/2,\,-2,\,5/2$ for $F=5/2,\,3/2,\,1/2$, and hence

$$E_{5/2}=\tfrac32A+\tfrac14B,\qquad E_{3/2}=-A-B,\qquad E_{1/2}=-\tfrac52A+\tfrac54B . \tag{2}$$

The sum weighted with $2F+1$ is $(9-4-5)A+(\tfrac32-4+\tfrac52)B=0$. These energies are measured from the centroid of the 12 states.

Dimensional analysis gives the sizes. A magnetic moment $\kappa$ in the field of an orbiting electron has an energy of order $\alpha^2\kappa\langle r^{-3}\rangle$. A quadrupole moment $Q$ in the gradient of the electron's electric field has an energy of order $Q\langle r^{-3}\rangle$. The dynamics has to supply the numerical factors, the signs and the dependence on the nuclear mass.

### 2. Units, variables and the order kept

Hartree atomic units are used: $\hbar$, the elementary charge, the electron mass and $4\pi\varepsilon_0$ are one, and the speed of light is $1/\alpha$. The electron has charge $-1$ and spin $\mathbf s$. The deuteron has charge $Z=1$, mass $M$ and spin $\mathbf I$. The letter $Z$ is kept in the formulas of this half to show where the nuclear charge enters.

The vector $\mathbf r$ points from the nucleus to the electron, with $r=|\mathbf r|$ and $\mathbf n=\mathbf r/r$. In the centre-of-mass frame the electron has momentum $\mathbf p$ and the nucleus $-\mathbf p$. The relative orbital angular momentum is $\mathbf L=\mathbf r\times\mathbf p$. The magnetic moments are

$$\boldsymbol\mu_e=-\frac{g_e}{2}\,\mathbf s,\qquad \boldsymbol\mu_N=\kappa\,\mathbf I,\qquad \kappa=\frac{g_d}{2m_p}, \tag{3}$$

where $g_e$ is taken positive and $g_d$ is referred to the nuclear magneton, which is $1/(2m_p)$ in these units, with $m_p$ the proton mass.

The leading Hamiltonian is $H_0=p^2/(2m_r)-Z/r$, with reduced mass $m_r=M/(1+M)$. By the Breit Hamiltonian is meant here the two-body Hamiltonian that includes the corrections of relative order $\alpha^2$ to $H_0$. For two spin-half particles it can be reduced from an equation with Dirac matrices for both. A deuteron is not a Dirac particle, so its spin terms are obtained instead from properties that hold for any spin: its charge, mass, static moments and behaviour under Lorentz transformations.

The corrections that contain no spin are scalars acting on the orbital motion alone. Within the 2P shell they are multiples of the unit operator and shift all its states equally, so they are not needed for the splittings. The terms linear in a spin already carry a factor $\alpha^2$. For them it suffices to use the fields of slowly moving charges: a charge $q$ with velocity $\mathbf v$ produces, at a displacement $\mathbf R$ from itself,

$$\mathbf E=\frac{q\mathbf R}{R^3},\qquad \mathbf B=\alpha^2\,\mathbf v\times\mathbf E . \tag{4}$$

Retardation and the flattening of the electric field change these expressions by relative amounts of order $\alpha^2v^2$, beyond the order kept.

### 3. How an accelerated spin turns

Let $u^\mu$ be the four-velocity of a particle and $a^\mu=du^\mu/d\tau$ its four-acceleration. In this section the speed of light is first set to one, and the metric has signs $(+,-,-,-)$. The spin is described by a four-vector $S^\mu$ that equals $(0,\mathbf s)$ in the momentary rest frame, so $S\cdot u=0$.

If no torque acts, the spatial part of $dS^\mu/d\tau$ vanishes in the momentary rest frame. The derivative is then proportional to $u^\mu$, say $dS^\mu/d\tau=\lambda u^\mu$. Differentiating $S\cdot u=0$ and using $u\cdot u=1$ gives $\lambda+S\cdot a=0$, hence

$$\frac{dS^\mu}{d\tau}=-(S\cdot a)\,u^\mu . \tag{5}$$

At low speed the boost from the rest frame to the laboratory gives

$$\mathbf S=\mathbf s+\tfrac12\mathbf v(\mathbf v\cdot\mathbf s),\qquad S^0=\mathbf v\cdot\mathbf s,$$

up to higher powers of $v$. Since $a^0\approx\mathbf v\cdot\mathbf a$, the product $S^0a^0$ is of second order in $v$, and $S\cdot a\approx-\mathbf s\cdot\mathbf a$. The spatial part of (5) becomes $d\mathbf S/dt=\mathbf v(\mathbf a\cdot\mathbf s)$. Inserting $\mathbf S$ on the left,

$$\frac{d\mathbf s}{dt}+\tfrac12\mathbf a(\mathbf v\cdot\mathbf s)+\tfrac12\mathbf v(\mathbf a\cdot\mathbf s)=\mathbf v(\mathbf a\cdot\mathbf s).$$

The omitted term $\tfrac12\mathbf v(\mathbf v\cdot d\mathbf s/dt)$ is of higher order. Solving for $d\mathbf s/dt$,

$$\frac{d\mathbf s}{dt}=\tfrac12\left[\mathbf v(\mathbf a\cdot\mathbf s)-\mathbf a(\mathbf v\cdot\mathbf s)\right]=\tfrac12(\mathbf a\times\mathbf v)\times\mathbf s .$$

This is the Thomas precession. In atomic units the factor $1/2$ becomes $\alpha^2/2$. The magnitude of the spin did not enter, so the result serves for $s=1/2$ and $I=1$ alike.

Now let the particle have charge $q$, mass $m$ and magnetic moment $\kappa_s\mathbf s$. In its rest frame the magnetic field is $\mathbf B'=\mathbf B-\alpha^2\mathbf v\times\mathbf E$, and the torque changes the spin at the rate $\kappa_s\mathbf s\times\mathbf B'=-\kappa_s\mathbf B'\times\mathbf s$. The acceleration is $\mathbf a=q\mathbf E/m$ to leading order. The total rate is $d\mathbf s/dt=\boldsymbol\Omega\times\mathbf s$ with

$$\boldsymbol\Omega=-\kappa_s\mathbf B+\alpha^2\kappa_s\,\mathbf v\times\mathbf E+\frac{\alpha^2q}{2m}\,\mathbf E\times\mathbf v .$$

A Hamiltonian $\boldsymbol\Omega\cdot\mathbf s$ produces this motion. Indeed $i[\Omega_as_a,s_b]=-\epsilon_{abc}\Omega_as_c=(\boldsymbol\Omega\times\mathbf s)_b$, by the commutation rules of angular momentum. Since $\mathbf E\times\mathbf v=-\mathbf v\times\mathbf E$, the part of the energy linear in the spin is

$$H_s=-\kappa_s\,\mathbf s\cdot\mathbf B+\alpha^2\left(\kappa_s-\frac{q}{2m}\right)\mathbf s\cdot(\mathbf v\times\mathbf E). \tag{6}$$

### 4. The nuclear spin in the field of the electron

The displacement from the electron to the nucleus is $-\mathbf r$, and the electron has charge $-1$. The two signs cancel, and the electric field at the nucleus is $\mathbf E=\mathbf r/r^3$. The electron moves with velocity $\mathbf p$, so (4) gives

$$\mathbf B=\alpha^2\frac{\mathbf p\times\mathbf r}{r^3}=-\alpha^2\frac{\mathbf L}{r^3}.$$

The nucleus moves with velocity $-\mathbf p/M$, hence

$$\mathbf v\times\mathbf E=-\frac{\mathbf p\times\mathbf r}{Mr^3}=\frac{\mathbf L}{Mr^3}.$$

Putting $\kappa_s=\kappa$, $q=Z$ and $m=M$ in (6) gives

$$H_{LI}=\frac{\alpha^2}{r^3}\left[\kappa+\frac1M\left(\kappa-\frac{Z}{2M}\right)\right]\mathbf L\cdot\mathbf I=\frac{\alpha^2\kappa\rho}{r^3}\,\mathbf L\cdot\mathbf I, \tag{7}$$

$$\rho=1+\frac1M-\frac{Z}{2\kappa M^2}. \tag{8}$$

Each term has a plain origin. The leading one is the nuclear moment in the magnetic field of the orbiting electron. The term $1/M$ arises because the nucleus also moves, so that the relative velocity determines the field in its rest frame. The last term is the Thomas precession of the accelerated nucleus, and it opposes the second.

For $M\to\infty$ at fixed $\kappa$, $\rho\to1$. The same leading energy follows from the electron's side. The nuclear moment produces the vector potential

$$\mathbf A=\alpha^2\kappa\,\frac{\mathbf I\times\mathbf r}{r^3}, \tag{9}$$

and the kinetic energy $(\mathbf p+\mathbf A)^2/2$ of a charge $-1$ contains $\mathbf p\cdot\mathbf A=\alpha^2\kappa\,\mathbf I\cdot(\mathbf r\times\mathbf p)/r^3$, where $\nabla\cdot\mathbf A=0$ makes the order of factors immaterial. This is one mutual energy seen from two sides, and it is counted once.

### 5. The electron spin in the field of the nucleus

At the electron the nuclear electric field is $\mathbf E=Z\mathbf r/r^3$. The nucleus has velocity $-\mathbf p/M$, and its motion gives $\mathbf B=\alpha^2Z\mathbf L/(Mr^3)$. The electron's own velocity gives $\mathbf v\times\mathbf E=-Z\mathbf L/r^3$. With $\kappa_s=-g_e/2$, $q=-1$ and $m=1$, equation (6) becomes

$$H_{Ls}=\frac{\alpha^2Z}{r^3}\left[\frac{g_e-1}{2}+\frac{g_e}{2M}\right]\mathbf L\cdot\mathbf s . \tag{10}$$

The first term in the bracket combines the moment, $g_e/2$, with the Thomas term, $-1/2$. The second comes from the current of the moving nucleus.

Equations (7) and (10) can be compared for two particles that both have $g=2$. Then $g_e=2$ and $\kappa=Z/M$, and the coefficients of $\alpha^2Z/r^3$ are

$$\text{electron: }\;\frac12+\frac1M,\qquad\text{nucleus: }\;\frac1M+\frac1{2M^2}.$$

With the electron mass written as $m_1$ and the nuclear mass as $m_2$, they are $1/(2m_1^2)+1/(m_1m_2)$ and $1/(2m_2^2)+1/(m_1m_2)$. Exchange of the particles exchanges the terms, as it must for two particles of the same kind in different roles.

Both coefficients were also tested without the low-speed expansion of Section 3. The fields and the spin were transformed with full Lorentz matrices, and the spin was advanced by a small step of proper time. The resulting precession agreed with (7) and (10) for a nucleus only three times as heavy as the electron, where each recoil term matters.

### 6. The interaction of the two spins

The magnetic field belonging to (9) is found from the identity

$$\nabla\times\left(\boldsymbol\mu\times\frac{\mathbf r}{r^3}\right)=\boldsymbol\mu\left(\nabla\cdot\frac{\mathbf r}{r^3}\right)-(\boldsymbol\mu\cdot\nabla)\frac{\mathbf r}{r^3}.$$

Away from the origin the first term vanishes. The second is $-\boldsymbol\mu/r^3+3\mathbf r(\boldsymbol\mu\cdot\mathbf r)/r^5$. With $\boldsymbol\mu=\kappa\mathbf I$, the energy $-\boldsymbol\mu_e\cdot\mathbf B=(g_e/2)\mathbf s\cdot\mathbf B$ is

$$H_{sI}=\frac{\alpha^2\kappa g_e}{2r^3}\,\mathbf T\cdot\mathbf I,\qquad \mathbf T=3\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s . \tag{11}$$

There is also a contact term at $r=0$. Its expectation value is proportional to the electron density at the nucleus. A P wave function vanishes there, so the term drops out. For an S state the angular average of (11) is zero, and the contact term supplies the whole first-order hyperfine splitting.

### 7. The quadrupole energy

For a nuclear charge density $\varrho(\mathbf x)$, the part of $1/|\mathbf r-\mathbf x|$ quadratic in $\mathbf x$ is $[3(\mathbf n\cdot\mathbf x)^2-x^2]/(2r^3)$. The corresponding potential is

$$\phi_2=\frac1{2r^3}\sum_{ij}Q_{ij}n_in_j,\qquad Q_{ij}=\int\varrho\,(3x_ix_j-x^2\delta_{ij})\,d^3x .$$

Within the spin-one states, a symmetric traceless tensor must be proportional to the one built from $\mathbf I$:

$$Q_{ij}=Q\left[\tfrac32(I_iI_j+I_jI_i)-2\delta_{ij}\right].$$

The trace vanishes because $I^2=2$. In the state $M_I=1$ the $zz$ component is $Q(3-2)=Q$, which defines the quadrupole moment. Multiplying the potential by the electron charge gives

$$H_Q=-\frac{Q}{2r^3}\left[3(\mathbf I\cdot\mathbf n)^2-2\right]. \tag{12}$$

For $Q>0$ and $M_I=1$ the nucleus is elongated along $z$, and an electron on the $z$ axis is attracted more strongly than one in the equatorial plane.

Relativistic kinematics can also generate terms quadratic in $\mathbf I$. Their natural size, by dimensions, is $\alpha^2/M^2\approx4\times10^{-12}$ bohr$^2$, about four per cent of the $Q$ used below. Here $Q$ means the complete coefficient of the field gradient for a nucleus at rest, so such pieces are contained in it and are not added again.

The spin-dependent Hamiltonian is the sum $H_{Ls}+H_{LI}+H_{sI}+H_Q$. The last three terms form the hyperfine interaction.

## Second half: the levels of 2P$_{3/2}$

### 8. Symbols and results carried over

The electron has spin $\mathbf s$, and the deuteron has spin $I=1$, mass $M$, moment $\kappa\mathbf I$ and quadrupole moment $Q$. The relative vector is $\mathbf r=r\mathbf n$, the orbital angular momentum is $\mathbf L$, and $\mathbf J=\mathbf L+\mathbf s$. From here on $Z=1$. The hyperfine interaction outside the nucleus is

$$H_{\rm hfs}=\frac{\alpha^2\kappa}{r^3}\left(\rho\mathbf L+\frac{g_e}{2}\mathbf T\right)\cdot\mathbf I-\frac{Q}{2r^3}\left[3(\mathbf I\cdot\mathbf n)^2-2\right], \tag{13}$$

with $\mathbf T=3\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s$ and $\rho=1+1/M-1/(2\kappa M^2)$. Symmetry requires the form (1) for $J=3/2$, with $X=\mathbf I\cdot\mathbf J$ and the levels (2). The constants $A$ and $B$ remain to be found.

Symmetry has reduced the hyperfine splitting of 2P$_{3/2}$ to two constants, $A$ and $B$, and the two-body interaction that determines them has been derived with the motion of the nucleus included. It remains to calculate these constants, the mixing with 2P$_{1/2}$ and the numerical levels for deuterium.
